How Much Oxide Thinning Raises Low-Bias Direct Tunnelling Tenfold?

**Question.** Electrons leak through a thin gate oxide by direct tunnelling. The barrier stands 3.1 eV above their energy, and their effective mass inside it is 0.4 free-electron masses. The voltage across the oxide is low. By how much must the oxide be thinned for the leakage to rise tenfold, and how does that thinning depend on the barrier, the mass, the voltage and the starting thickness?

**Answer.** The scale is set by how fast the wave function decays inside the oxide. The other influences on the current can then be sized one at a time.

**The transmission of a flat barrier**

Let the oxide fill 0 < x < d. Its conduction band edge lies φ above the electron energy, and m is the effective mass there. For now both electrodes have mass m_s and wavenumber k, the voltage drop is neglected, and the motion is along x. In the oxide the Schrödinger equation is

ψ″ = κ²ψ, κ = √(2mφ)/ħ.

At each face ψ and ψ′/mass are continuous; the second condition makes the particle current continuous. Define

a = k/m_s, b = κ/m.

Take an incident wave of unit amplitude, a reflected amplitude r and a transmitted amplitude t. At x = d we need ψ = t and ψ′/m = iat. The solution in the oxide with these values is

ψ = t[cosh κ(d−x) − i(a/b) sinh κ(d−x)].

At x = 0 the electrode has ψ = 1 + r and ψ′/m_s = ia(1 − r). Matching gives

1 + r = t[cosh κd − i(a/b) sinh κd],

ia(1 − r) = tb[−sinh κd + i(a/b) cosh κd].

Dividing the second line by ia turns it into

1 − r = t[cosh κd + i(b/a) sinh κd].

Adding the two expressions removes r:

2 = t[2 cosh κd + i(b/a − a/b) sinh κd].

The electrodes are alike, so the transmission probability is T = |t|². With cosh² = 1 + sinh² and

1 + [(b²−a²)/(2ab)]² = [(a²+b²)/(2ab)]²,

it becomes

T = 1/{1 + [(a²+b²)/(2ab)]² sinh² κd}.

For an opaque barrier, 2κd ≫ 1, sinh² κd tends to e^(2κd)/4 and the 1 in the denominator can be dropped:

T ≈ C e^(−2κd), C = 16a²b²/(a²+b²)².

The factor C describes the two faces. It does not contain d.

**The tenfold thinning**

The current density is the flux arriving at the oxide multiplied by T. Write it as J = A e^(−2κd) and, as the first approximation, hold A fixed. Thinning by Δ multiplies J by e^(2κΔ). Setting this equal to 10 gives

Δ = ln 10/(2κ) = ħ ln 10/[2√(2mφ)].

For the numbers, use ħ²/(2m₀) = 0.0381 eV nm², where m₀ is the free-electron mass:

κ = √(0.4 × 3.1/0.0381) = 5.705 nm⁻¹,

Δ = 2.3026/11.41 = 0.202 nm.

The thinning is therefore about 0.2 nm, or 2 Å. In this approximation it does not depend on the starting thickness. Going from 1.5 to 1.2 nm multiplies the transmission by e^(11.41 × 0.3) ≈ 31.

Because Δ varies as (mφ)^(−1/2), a small relative error in either parameter produces half that relative error in Δ, with opposite sign. At the same φ, a mass of 0.3 m₀ gives 0.233 nm and a mass of 0.5 m₀ gives 0.181 nm.

The opaque-barrier condition is well met at 1.5 nm, where 2κd = 17.1. It fails when the remaining oxide is so thin that κd is near 1. The simple exponential law then no longer holds, and since T cannot exceed 1, further thinning can raise the transmission by at most a factor 1/T.

**A finite voltage drop**

Let V be the magnitude of the oxide voltage drop and e > 0 the elementary charge. The barrier seen by an electron falls linearly from φ to φ − eV. In the WKB approximation the exponent 2κd is replaced by twice the integral of the local decay constant. With w = φ − eVx/d, so that dx = −(d/eV) dw,

∫₀ᵈ κ√(w/φ) dx = [κd/(eV√φ)] ∫ √w dw, with w running from φ−eV to φ.

The last integral is (2/3)[φ^(3/2) − (φ−eV)^(3/2)]. With v = eV/φ < 1 the result is κ̄d, where

κ̄ = κ(2/3)[1 − (1−v)^(3/2)]/v ≈ κ(1 − v/4).

The approximation uses (1−v)^(3/2) ≈ 1 − 3v/2 + 3v²/8. If V is held fixed while the oxide is thinned, κ̄ is fixed too, and Δ becomes ln 10/(2κ̄) ≈ (1 + v/4) ln 10/(2κ). The lower mean barrier makes the wave decay more slowly, so a slightly larger thinning is needed.

The full expression gives 0.2035 nm at 0.1 V, 0.2105 nm at 0.5 V and 0.2207 nm at 1 V. Direct numerical integration of the Schrödinger equation, starting from 1.5 nm with a kinetic energy of 0.2 eV in the first electrode, gives the same values to the digits shown. The changes in matching at the two faces, which WKB omits, are thus negligible here.

Holding the oxide field fixed is a different comparison, because the voltage then falls as the oxide is thinned. Put eV = fd, with f the fixed force on the electron in the oxide. The derivative of the integral with respect to d is its integrand at the exit face, κ√(1−v). From the exponent alone, the local decade thickness is therefore ln 10/[2κ√(1−v)], which grows about twice as fast with v as at fixed voltage. The matching at the exit face now also changes with d. For slow electrons at low voltage, its effect on the decade thickness can be comparable with the small shift caused by the voltage through the exponent.

If eV exceeds φ, the electron enters the oxide conduction band before reaching the far face. The WKB integral stops where w = 0 and equals 2κφ/(3f). At fixed field this no longer contains d: the tunnelling exponent has lost its dependence on thickness, and the estimate does not apply.

**What a prefactor can do**

Suppose A varies as d^(−p) at fixed V. The tenfold condition is then

2κΔ + p ln[d/(d−Δ)] = ln 10.

For Δ ≪ d the logarithm is about Δ/d, so

Δ ≈ ln 10/(2κ + p/d).

Compared with the exponential, the prefactor matters by the ratio p/(2κd). At 1.5 nm this is 6 percent for p = 1 and 12 percent for p = 2. Two kinds of electrode show which powers arise.

**Metal-like electrodes: p near 1**

Electrons in a metal also move parallel to the oxide, with conserved wavevector k∥. Measure φ from the Fermi energy. At that total energy, in an oxide with isotropic mass,

−φ = ħ²(k∥² − q²)/(2m), hence q² = κ² + k∥²,

where q is the decay constant along x. Energy tied up in parallel motion does not help the electron through. At low temperature and small V, the conductance per area is the conductance quantum for two spins, e²/(πħ), times the transmission summed over parallel states:

G = [e²/(πħ)] ∫ T d²k∥/(2π)².

The exponential confines the sum to k∥² of order κ/d. If the Fermi disk is much wider than this and C varies little across it, the upper limit may be taken to infinity. Since k∥ dk∥ = q dq,

∫ e^(−2qd) q dq = e^(−2κd)[κ/(2d) + 1/(4d²)], with q running from κ to ∞.

The leading prefactor is 1/d. A thinner film accepts a wider range of directions, which adds to the rise in current. From 1.5 nm this formula gives Δ = 0.189 nm. Summing the full transmission numerically, for an electrode with Fermi energy 5 eV and mass m₀, gives 0.190 nm.

**An inversion layer: p near 2**

In a silicon transistor the electrons may instead occupy a narrow well at the oxide face. Consider a single level in this well, with V = 0.1 V across 1.5 nm of silicon dioxide. The oxide field is 0.67 MV/cm. Take permittivities ε_ox = 3.9 and ε_Si = 11.7, and let the field lines end on the inversion charge. This neglects the depletion charge of the doped silicon, which is about 1.0 × 10¹² cm⁻² at a doping of 10¹⁷ cm⁻³ and 3.5 × 10¹² cm⁻² at 10¹⁸ cm⁻³. The model therefore describes lightly doped silicon, and at 10¹⁸ cm⁻³ a 0.1 V drop across 1.5 nm would not invert the surface at all. In Gaussian units the number of electrons per area and the force on an electron at the silicon surface are

n = ε_ox V/(4πed), F = (ε_ox/ε_Si)eV/d.

They come to 1.44 × 10¹² cm⁻² and 0.0222 eV/nm. I take F as constant through the well. This overstates the confinement, because the inversion charge itself screens the field deeper in. For a single screened level the mean force is F/2. This roughly halves the escape rate and current found below but leaves the tenfold thinning at 0.180 nm.

Let y be the distance into the silicon. For a nearly impenetrable oxide,

−(ħ²/2m_s)ψ″ + Fyψ = Eψ, ψ(0) = 0.

The decaying solution is an Airy function of (y − E/F)/ℓ, with ℓ = [ħ²/(2m_sF)]^(1/3). Its first zero is at −2.338, so the lowest level is

E₁ = 2.338Fℓ = 2.338[ħ²F²/(2m_s)]^(1/3).

With m_s = 0.92 m₀ this is 0.064 eV above the silicon band edge at the interface. Here 3.1 eV is the barrier measured from that edge, so the electron sees φ − E₁.

The escape rate needs the slope of ψ at the wall. Multiply the Schrödinger equation by ψ′ and integrate from 0 to infinity, with ψ real and normalized. The kinetic term gives +ħ²ψ′(0)²/(4m_s). In the other term, ψψ′ = (ψ²)′/2, and integration by parts gives −F/2. Therefore

ψ′(0)² = 2m_sF/ħ².

A real oxide lets the wave leak in. Continuity of ψ′/mass gives an entrance amplitude of magnitude |ψ₀| = |ψ′(0)|/(m_s b), so

|ψ₀|² = 2F/(ħ²m_s b²).

Now let a refer to the gate. The barrier solution found earlier gives, for an opaque oxide, ψ₀ ≈ (t/2)e^(κd)(1 − ia/b), hence

|t|² = 4|ψ₀|² e^(−2κd) b²/(a²+b²).

The outgoing flux is ħa|t|², and this is the escape rate of one electron:

rate = 8Fa e^(−2κd)/[ħm_s(a²+b²)].

In this formula κ and b are evaluated with φ − E₁. A stronger field presses the electron harder against the oxide, and at fixed κ, a and b the rate rises in proportion to F. At fixed V both F and n vary as 1/d. Their product gives J a prefactor d^(−2), apart from the small changes of κ, a and b as E₁ shifts.

To attach a current, let the gate have mass m₀ and a band bottom 1 eV below the silicon band edge. Keep the barrier flat, neglect return flow, and solve the matching conditions with an outgoing gate wave for a complex energy. Minus twice its imaginary part is the level width Γ, and the escape rate is Γ/ħ. The numerical solution gives a level at 0.062 eV, Γ = 1.95 × 10⁻¹⁰ eV and a rate of 2.97 × 10⁵ s⁻¹. The current density at 1.5 nm is

J = en × rate = (1.60 × 10⁻¹⁹ C)(1.44 × 10¹² cm⁻²)(2.97 × 10⁵ s⁻¹) ≈ 0.07 A/cm².

This value belongs to the stated model and is not a prediction for a real film. The single level is a low-temperature picture. In the same well at a (100) surface at 300 K, the lowest level holds only about 43 percent of the electrons, and most of the rest sit in the four valleys with a light mass normal to the interface. The current then lies between about 0.04 and 0.2 A/cm², depending on whether those valleys tunnel freely, while the tenfold thinning stays near 0.18 nm. A barrier mass of 0.5 m₀ instead of 0.4 m₀ would lower it about sixfold, and the image force treated below would raise it.

Thinning by the basic 0.202 nm, at the same 0.1 V, raises J to about 0.9 A/cm². The ratio is 13.3 rather than 10. The exponential supplies close to a factor of ten, and the prefactor supplies (1.5/1.298)² ≈ 1.34. A tenfold rise in this layer therefore needs less thinning, 0.180 nm, from both the scaling law and the complex-energy calculation. The approximate formula with p = 2 gives 2.303/(11.41 + 1.33) = 0.181 nm.

**Effects that change the current more than the thinning**

An electron in the oxide is attracted by its image charges. For ideal conducting electrodes at 0 and d, images of opposite sign lie at 2Nd − x for every integer N, and images of the same sign at 2Nd + x for N ≠ 0. The usual factor 1/2 for induced charges gives, with optical permittivity ε = 2.1,

U = −(e²/2ε){1/(2x) + Σ[Nd/(N²d² − x²) − 1/(Nd)]}, N = 1, 2, …

Adding U to the barrier and evaluating the WKB integral numerically between its turning points raises the tunnelling exponential at 1.5 nm by a factor of about 25. The current rises by a factor of this order, which also depends on the matching at the faces. Yet Δ moves only to 0.210 nm. The reason is visible to first order in U. The decay constant falls by κ|U|/(2φ), and |U| is about e²/(4εx) near each face. This form fails very close to a face, where the barrier vanishes at a distance x₀ ≈ e²/(4εφ) that hardly depends on d. Integrated between these turning points, the reduction contains a constant and a term growing as ln(d/x₀), that is, as ln d. The constant raises the current without affecting Δ; the logarithm acts as a weak positive power of d and slightly enlarges Δ. Silicon is not an ideal conductor, and its image attraction is weaker, so this case overstates the effect.

Uneven thickness behaves similarly. If the local thickness has a Gaussian distribution about d with standard deviation σ, averaging e^(−2κd) multiplies the current by e^(2κ²σ²). For σ = 0.1 nm this is 1.92, because thin spots carry more than their share. If σ stays the same as the mean thickness is reduced, the factor cancels from the current ratio and Δ is unchanged.

Between metal-like electrodes, temperature matters little. Raising the electron energy by E reduces 2κd by about κdE/φ. In linear response this exponential gain is averaged over the thermal window −df/dE, where f is the Fermi function. Put c = k_BTκd/φ, with T here the temperature, and s = e^(E/k_BT). The average is

∫₀^∞ s^c/(1+s)² ds = πc/sin πc, c < 1.

At 400 K and 1.5 nm, c = 0.095 and the current rises by 1.5 percent. A numerical average with the full κ(E) gives Δ = 0.202 nm.

**Which mass is 0.4?**

A larger shift than those from the electrode prefactors, image force or temperature comes from the meaning of the mass. The formula for κ assumes a parabolic band continued 3.1 eV into the oxide gap. A two-band relation also knows about the valence band. With energy E measured from the conduction edge, gap E_g and band-edge mass m_e,

E(1 + E/E_g) = ħ²k²/(2m_e).

Inside the barrier E = −φ and k = iκ, so

κ² = 2m_eφ(1 − φ/E_g)/ħ².

For a 9 eV gap the bracket is 0.656. If 0.4 m₀ were the band-edge mass, Δ would be 0.249 nm, nearly a quarter above the basic estimate. A band-edge mass of 0.61 m₀ gives the same κ as the parabolic mass 0.4 m₀. The 0.2 nm result therefore belongs to 0.4 used as a parabolic tunnelling mass at this energy. The two relations agree only at this energy. With the two-band form κ varies more weakly with φ: a relative error in φ changes Δ by about a quarter of that error rather than half, and the shift with voltage is about halved.

**Beside a real gate oxide**

The barrier and parabolic mass are rough typical values for electrons passing from silicon into silicon dioxide, and 1.5 nm is a realistic thickness for a very thin gate film of that material. The 0.1 V drop is well below what such a film carries in a transistor that is switched on, where a rough value is nearer 1 V. That larger drop alone moves Δ to 0.22 nm with the parabolic band, or to 0.21 nm with the two-band relation and 0.61 m₀, and gives a field of 6.7 MV/cm, below a rough breakdown field of 10 MV/cm. Breakdown also depends on time and on defects, so this comparison is no guarantee of lifetime.

Real oxides can also leak through defects, which breaks the assumption of a single tunnelling step. Consider a trap at the electron's energy that stays midway across the oxide as it is thinned. Each of the two steps crosses d/2, so each rate carries e^(−κd) instead of e^(−2κd). From the exponent alone, the tenfold thinning for this path doubles to about 0.4 nm; prefactors can lower it somewhat. Leakage created by wear therefore need not follow the direct-tunnelling scale.

For direct tunnelling at low bias, starting from 1.5 nm, the electrode prefactors of the two models lower Δ to between 0.18 and 0.19 nm (a fixed depletion charge makes n vary faster than 1/d and lowers it further, to about 0.16 nm at 0.1 V for a doping of 10¹⁷ cm⁻³), while the image force raises it to 0.21 nm at most among the cases treated. One decade of current per 0.2 nm is thus a sound one-figure estimate under the stated mass convention, but a second figure would require a model of the particular electrodes and oxide.
